# Dielectric self-energy of an electron at the midplane of a film

Suppose the energy of an electron trapped in a 2 nm oxide film is computed with the permittivity of the film material alone. The answer is then the same whether the film stands in vacuum or is buried in a high-permittivity insulator. For a film of relative permittivity 9 that is wrong by a large amount: the dielectric energy of a fixed electron at midplane is about +129 meV in vacuum and about −26 meV in surroundings of permittivity 20. The difference, about 154 meV, is six times the thermal energy at room temperature. It comes from the polarization charge that the electron induces on the two faces of the film.

### The model and the reference energy

A film of thickness $L$ and relative permittivity $\epsilon$ fills $|z|<L/2$. Both half-spaces outside have relative permittivity $\epsilon_s>0$. The media are linear, local and isotropic, the interfaces are flat and sharp, and there are no free carriers. A point charge $q$ is held at rest on the $z$ axis, so static permittivities apply. For an electron $q=-e$. The distance from the axis is $\rho$, and $K=1/(4\pi\epsilon_0)$.

The energy of a point charge is infinite in any medium. What is finite is the difference $W$ between its energy in the film and its energy in unbounded film material. To define it, spread the charge over a small radius. The potential in the film is then that of the same charge in unbounded material plus an induced part $\phi_{\rm ind}$ from the interfaces. The first part costs the same energy in both situations and cancels. The second stays finite at the charge as the radius shrinks to zero.

### One interface

Let the charge lie a distance $d$ below a single interface, with $\epsilon$ below and $\epsilon_s$ above. Let $r$ be the distance from the charge and $r'$ the distance from its mirror point. Try

$$\phi_{\rm below}=\frac{Kq}{\epsilon}\left(\frac1r+\frac{k}{r'}\right),\qquad \phi_{\rm above}=\frac{Kq}{\epsilon}\,\frac{t}{r}. \tag{1}$$

On the interface $r=r'$, so continuity of the potential requires $t=1+k$. The normal derivatives there are $\partial_z(1/r)=-d/r^3$ and $\partial_z(1/r')=+d/r^3$, because the interface lies above the charge and below the mirror point. Continuity of $\epsilon\,\partial_z\phi$ gives $\epsilon(-1+k)=-\epsilon_s(1+k)$, or

$$k=\frac{\epsilon-\epsilon_s}{\epsilon+\epsilon_s},\qquad t=1+k. \tag{2}$$

If the film is the more polarizable medium, $k>0$: the image has the sign of the charge and repels it. For finite positive permittivities $-1<k<1$.

### Two interfaces

With two faces, each image that repairs the conditions at one face spoils them at the other and needs an image of its own. Reflection in the upper face takes $z$ to $L-z$, and reflection in the lower face takes $z$ to $-L-z$. Starting from a charge at $z=0$, one chain of images is $L,-2L,3L,\dots$ and the other is $-L,2L,-3L,\dots$. Each reflection multiplies the strength by $k$. Together they put one image at every $z=nL$, with strength $k^{|n|}$:

$$\phi_{\rm in}=\frac{Kq}{\epsilon}\sum_{n=-\infty}^{\infty}\frac{k^{|n|}}{\sqrt{\rho^2+(z-nL)^2}}. \tag{3}$$

Above the film, the field is what the upper face transmits from the sources at and below the charge:

$$\phi_{\rm out}=\frac{Kq}{\epsilon}(1+k)\sum_{n=0}^{\infty}\frac{k^{n}}{\sqrt{\rho^2+(z+nL)^2}},\qquad z>\tfrac L2. \tag{4}$$

The region below follows by symmetry.

To verify the interface conditions at $z=L/2$, pair the source at $-nL$ with the source at $(n+1)L$, for $n\ge0$. They are mirror partners, both at distance $R_n=\sqrt{\rho^2+(n+\frac12)^2L^2}$ from a point on the face. Their strengths are $k^n$ and $k^{n+1}$, so (3) becomes

$$\phi_{\rm in}=\frac{Kq}{\epsilon}\sum_{n\ge0}\frac{k^n+k^{n+1}}{R_n}=\frac{Kq}{\epsilon}(1+k)\sum_{n\ge0}\frac{k^n}{R_n},$$

which equals (4). In the derivative the partners contribute with opposite signs:

$$\epsilon\,\partial_z\phi_{\rm in}=-Kq(1-k)\sum_{n\ge0}\frac{k^n(n+\frac12)L}{R_n^3},$$

$$\epsilon_s\,\partial_z\phi_{\rm out}=-Kq\,\frac{\epsilon_s}{\epsilon}(1+k)\sum_{n\ge0}\frac{k^n(n+\frac12)L}{R_n^3}.$$

They agree because (2) gives $\epsilon(1-k)=\epsilon_s(1+k)$. The one source inside the film is the real charge, and no source of (4) lies in the region where (4) is used, so Poisson's equation holds everywhere.

The solution is unique. The difference $u$ of two solutions obeys $\nabla\cdot(\epsilon(z)\nabla u)=0$, with $\epsilon(z)$ the local permittivity, and falls off at infinity. Multiplying by $u$ and integrating by parts gives $\int\epsilon(z)|\nabla u|^2\,d^3r=0$, so $u$ is constant and therefore zero.

At distances much larger than the extent of the contributing images, the strengths in (3) simply add. Their sum is $(1+k)/(1-k)=\epsilon/\epsilon_s$, and the potential tends to $Kq/(\epsilon_s\rho)$. The surroundings control the far field even inside the film.

### The factor one half

At the charge, the images give a potential proportional to $q$. Building the charge up from zero therefore costs

$$W=\int_0^q\phi_{\rm ind}(q')\,dq'=\tfrac12\,q\,\phi_{\rm ind}(q). \tag{5}$$

The half appears because the images grow along with the charge. The force on a charge displaced to $z_0$ shows the same thing. The reflections now give images at $nL+(-1)^nz_0$. Taking $n\geq1$ and its partner $-n$ together, the distances from the charge are both $nL$ for even $n$, and $nL-2z_0$ and $nL+2z_0$ for odd $n$. Equation (5) becomes

$$W(z_0)=\frac{Kq^2}{2\epsilon}\left[\sum_{n\,\rm even}\frac{2k^n}{nL}+\sum_{n\,\rm odd}k^n\left(\frac1{nL-2z_0}+\frac1{nL+2z_0}\right)\right], \tag{6}$$

with $n\ge1$. Differentiation gives

$$-\frac{dW}{dz_0}=\frac{Kq^2}{\epsilon}\sum_{n\,\rm odd}k^n\left[-\frac1{(nL-2z_0)^2}+\frac1{(nL+2z_0)^2}\right]. \tag{7}$$

The right side is the Coulomb force of the images at their momentary positions: for $k>0$ the upper ones push down and the lower ones push up, while the even pairs cancel. The images move when the charge moves, which puts a factor 2 in front of $z_0$ in (6). That factor removes the half in the force. Without the half in (5), the energy would imply twice the actual force.

### The sum at midplane

Put $z_0=0$ and $q^2=e^2$ in (6). Each order $n$ contributes two equal terms, one from each side, and this cancels the half:

$$W=\frac{e^2}{4\pi\epsilon_0\epsilon L}\sum_{n=1}^\infty\frac{k^n}{n}. \tag{8}$$

For $|k|<1$ the geometric series may be integrated term by term:

$$\sum_{n=1}^\infty\frac{k^n}{n}=\int_0^k\sum_{n=1}^\infty x^{n-1}dx=\int_0^k\frac{dx}{1-x}=-\ln(1-k).$$

From (2), $1-k=2\epsilon_s/(\epsilon+\epsilon_s)$, so

$$\boxed{W=\frac{e^2}{4\pi\epsilon_0\,\epsilon L}\,\ln\frac{\epsilon+\epsilon_s}{2\epsilon_s}} \tag{9}$$

The energy is positive for $\epsilon>\epsilon_s$, zero for equal permittivities and negative for $\epsilon<\epsilon_s$. At fixed permittivities its magnitude falls as $1/L$.

### The same result without images

Resolving the potential into in-plane waves of wave number $Q$ gives (9) without a series, and also prepares the treatment of mobile carriers. In unbounded material the component of the potential is $q\,e^{-Q|z|}/(2\epsilon_0\epsilon Q)$. The faces add an even solution of Laplace's equation, so for $0<z<L/2$

$$\phi_Q=\frac{q}{2\epsilon_0\epsilon Q}\left[e^{-Qz}+B\,(e^{Qz}+e^{-Qz})\right].$$

Outside, $\phi_Q$ decays as $e^{-Qz}$, so its derivative is $-Q\phi_Q$. Matching potential and flux at $z=L/2$ requires

$$\epsilon\left[Be^{QL/2}-(1+B)e^{-QL/2}\right]=-\epsilon_s\left[Be^{QL/2}+(1+B)e^{-QL/2}\right].$$

Collecting terms gives $(\epsilon+\epsilon_s)Be^{QL/2}=(\epsilon-\epsilon_s)(1+B)e^{-QL/2}$, hence

$$B=\frac{k\,e^{-QL}}{1-k\,e^{-QL}}. \tag{10}$$

The induced part at $z=0$ carries the factor $2B$. Integrating over the plane with weight $Q\,dQ/2\pi$,

$$\phi_{\rm ind}=\frac{q}{2\pi\epsilon_0\epsilon}\int_0^\infty B\,dQ=\frac{q}{2\pi\epsilon_0\epsilon L}\Big[\ln(1-ke^{-QL})\Big]_0^\infty=-\frac{q\ln(1-k)}{2\pi\epsilon_0\epsilon L}. \tag{11}$$

Half of this times $q$ is (9). The factor $e^{-QL}$ shows that waves shorter than the film thickness hardly sense the faces.

### Limits

For nearly equal permittivities $k$ is small and $W\approx e^2k/(4\pi\epsilon_0\epsilon L)$, the contribution of the two nearest images.

For $\epsilon\gg\epsilon_s$, $1-k\approx2\epsilon_s/\epsilon$, so the image strengths stay near one up to orders of about $\epsilon/(2\epsilon_s)$. The harmonic sum up to that order grows as its logarithm, in agreement with $\ln(\epsilon/2\epsilon_s)$ from (9). As $\epsilon_s\to0$ the energy diverges logarithmically.

For ideal metal surroundings $\epsilon_s\to\infty$ and $k\to-1$. Equation (11) remains finite and gives

$$W_{\rm metal}=-\frac{e^2\ln2}{4\pi\epsilon_0\epsilon L}. \tag{12}$$

This is the lower bound of (9) for given $\epsilon$ and $L$, approached as $\epsilon_s$ grows.

### An oxide channel between silica-like layers

Take $L=2$ nm, $\epsilon=9$ and $\epsilon_s=4$. These are rough static values in the regime of an indium-oxide channel between silica layers. Then $k=5/13=0.385$, and with $e^2/(4\pi\epsilon_0)=1.440$ eV nm,

$$W=\frac{1.440\ \text{eV nm}}{9\times2\ \text{nm}}\,\ln\frac{13}{8}=80.0\ \text{meV}\times0.4855=38.8\ \text{meV}=0.0388\ \text{eV}.$$

The nearest pair of images supplies 0.385 of the 0.486, or 79%, and the first two orders give 94%. Two further evaluations avoid the image sum: solving the interface conditions at each wave number, and integrating the field energy density over all space with the bulk value subtracted. Both give 38.840 meV, the value of the closed formula.

With film and thickness held fixed, ideal metals on both sides would give −55 meV. With the permittivities held fixed, $W$ is 78 meV at 1 nm and 7.8 meV at 10 nm, against a thermal energy of 26 meV at 300 K. The position matters too: at $z_0=0.3L$, (6) gives 56 meV.

### A mobile electron

Equation (9) describes a charge fixed at midplane, such as an electron in a compact trap. A band electron is spread across the film and also has a confinement energy, which $W$ does not contain. With an effective mass of $0.2\,m_e$ and hard walls, that energy is $\hbar^2\pi^2/(2mL^2)=470$ meV, twelve times $W$.

The ground density is $(2/L)\cos^2(\pi z/L)$. Near a face (6) diverges as the inverse distance, but the density vanishes as the distance squared, so the average is finite. With static permittivities it is 45.6 meV, above the midplane value because $W(z_0)$ rises towards the faces.

Static permittivities are questionable for this motion, however. The second hard-wall level lies 1410 meV above the first, whereas lattice vibrations have energies of tens of meV, up to roughly 150 meV in silica. The ions cannot follow the electron across the film, but the electronic polarization largely can. Rough electronic permittivities of 4 in the film and 2 outside give 73 meV at midplane and 86 meV on average, now relative to bulk material with the electronic permittivity. Diagonalizing the hard-wall Hamiltonian with this potential shifts the ground level by 86.0 meV, so the first-order average is adequate here. The slower lattice response to the electron's average charge is left out.

Real barriers are finite. For a height of 3 eV and a barrier mass of $0.5\,m_e$, the confinement energy drops to 244 meV, although only 2.2% of the probability lies outside the film. The drop follows from continuity of $\psi'/m$. The amplitude decays outside over 0.166 nm, so the logarithmic slope just inside is smaller than $1/(0.166\ \text{nm})$ by the mass ratio 0.2/0.5. Extended in a straight line, the inner wavefunction reaches zero about $0.166\times2.5=0.415$ nm beyond each face. A hard-wall film of the resulting width, 2.83 nm, would have an energy of about 235 meV, close to the computed value.

### Mobile carriers in the film

Return to the fixed charge at midplane, now with mobile carriers in the film that can screen it. Represent them by a sheet at midplane with areal density $n$. From (10), a unit electron charge at midplane produces the potential energy $e^2G_Q$ for another electron there, with

$$G_Q=\frac{1+2B}{2\epsilon_0\epsilon Q}=\frac{1}{2\epsilon_0\epsilon Q}\,\frac{1+ke^{-QL}}{1-ke^{-QL}}.$$

In linear response the total potential energy $U_Q$ changes the carrier density by $-\chi U_Q$, where $\chi=dn/d\mu$ and $\mu$ is the chemical potential. Self-consistency, $U_Q=e^2G_Q(1-\chi U_Q)$, gives

$$U_Q=\frac{e^2G_Q}{1+\chi e^2G_Q}. \tag{13}$$

The remaining influence of the surroundings is half the integral of the film-minus-bulk difference of $U_Q$, with the same sheet in both cases:

$$W_n=\frac12\int_0^\infty\frac{Q\,dQ}{2\pi}\left(U_Q^{\rm film}-U_Q^{\rm bulk}\right). \tag{14}$$

For one parabolic subband with two spins, the density of states is $N=m/(\pi\hbar^2)$ and $n=NkT\ln(1+e^{\mu/kT})$, where $kT$ is the thermal energy. Differentiation gives

$$\chi=\frac{N}{1+e^{-\mu/kT}}=N\left(1-e^{-n/NkT}\right). \tag{15}$$

At 300 K, $NkT=2.2\times10^{12}$ cm$^{-2}$. With the static permittivities of the example, the linear-response $W_n$ falls from 38.8 meV without carriers to 25 meV at $10^{11}$, 9.4 meV at $10^{12}$ and 4.0 meV at $10^{13}$ cm$^{-2}$. The reason is visible in (13): at long wavelengths $e^2G_Q$ is large and $U_Q$ tends to $1/\chi$ in film and bulk alike, while at short wavelengths the faces matter little anyway.

These values carry a bias. Equation (15) is the long-wavelength response, which for free carriers is an upper bound on the static response at shorter wavelengths. For $k>0$ a smaller $\chi$ leaves a larger difference in (14), so within linear response this approximation makes $W_n$ too small.

With the static free-carrier response evaluated at each wavelength, the three values become about 26, 12 and 4.4 meV. A larger error comes from linear response itself. Close to the trapped electron the repulsion far exceeds $kT$, and the linear formula removes more carriers than are present: at $10^{12}$ cm$^{-2}$ and 1 nm from the charge, more than three times as many. If the local density instead follows $n(\mu-U)$, which cannot become negative, and the charge is built up gradually as in (5), the remaining influence of the surroundings is about 30, 18 and 7 meV at the three densities. These are rough estimates: the thermal wavelength of the carriers, about 10 nm, is longer than the distance over which $U$ varies strongly near the charge, so the real density cannot follow $U$ point by point. Within these limits, the linear values show the trend but exaggerate the screening.

### Comparison with a real device

An ultrathin oxide transistor departs from the model in several ways. One is its carriers: in the local estimate with positive density, $10^{12}$ to $10^{13}$ cm$^{-2}$ remove roughly 55 to 83% of the 38.8 meV. Equation (9) therefore suits a fixed charge in a depleted channel better than one in a conducting channel. A metal gate behind 10 nm of the lower dielectric breaks the assumption of identical infinite surroundings. Without carriers it lowers $W$ by 7.6 meV, to 31 meV. A transverse field of 1 MV/cm matters less: in the hard-wall model with electronic permittivities it moves the mean position of a mobile electron by 0.018 nm and lowers its level by 0.9 meV. With the finite barriers above and the image potential left out, the changes are about 0.06 nm and 3 meV, roughly three and a half times larger but still small.

Thickness variation acts on both energies. Where the film is 0.3 nm thinner, $W$ of the fixed charge rises by 6.9 meV. For a mobile electron, the hard-wall average with electronic permittivities scales as $1/L$ and rises by 15 meV, but the hard-wall confinement energy rises by 180 meV, and the finite-barrier one by about 64 meV. In this model a mobile electron thus feels roughness mainly through confinement. All confinement energies here assume a parabolic band, which overestimates them at several hundred meV: an illustrative nonparabolicity $E(1+\alpha E)$ with $\alpha=0.5$ eV$^{-1}$ lowers the hard-wall 470 meV to about 390 meV and the 180 meV rise to about 125 meV, without changing the conclusion. Finally, a 2 nm film is only a few atomic layers thick, so a uniform permittivity with sharp edges is itself an approximation, whose error these numbers do not measure. The numerical output lists the main values. The straight-line estimate for finite barriers is worked out in the text, and the screening values with wavelength-dependent response or positive density, like the finite-barrier responses to field and thickness, are supplementary estimates not listed there.

## Values computed for the example and the checks

```
e^2/(4 pi eps0) = 1.43996 eV nm
Film thickness L = 2.0 nm; static eps = 9.0, eps_out = 4.0
Image factor k = 0.38462
Energy scale e^2/(4 pi eps0 eps L) = 79.998 meV
Image order 1: term k^n/n = 0.38462, partial sum = 0.38462
Image order 2: term k^n/n = 0.07396, partial sum = 0.45858
Image order 3: term k^n/n = 0.01897, partial sum = 0.47755
Image order 4: term k^n/n = 0.00547, partial sum = 0.48302
Logarithm = 0.48551
W by closed formula = 38.840 meV
W by boundary-value solution = 38.840 meV
W by field-energy integral = 38.840 meV
W for eps_out = 1: 128.75 meV
W for eps_out = 20: -25.73 meV
W between ideal metals = -55.45 meV
W for L = 1 nm: 77.68 meV
W for L = 5 nm: 15.54 meV
W for L = 10 nm: 7.77 meV
W at z0 = 0.3 L: 56.21 meV
Thermal energy at 300 K = 25.85 meV
--- effects outside the point-charge model ---
Effective mass = 0.20 m_e
Hard-wall confinement energy = 470.0 meV
Spacing to second hard-wall level = 1410 meV
Static W averaged over ground density = 45.60 meV
Electronic permittivities: film 4.0, outside 2.0
Electronic W at midplane = 72.98 meV
Electronic W averaged over ground density = 86.15 meV
Level shift by diagonalization, electronic W = 86.02 meV
Barrier = 3.0 eV, barrier mass = 0.50 m_e
Finite-barrier confinement energy = 243.8 meV
Amplitude decay length in barrier = 0.166 nm
Probability outside film = 2.20 percent
Gate 10 nm below film: W = 31.25 meV, change = -7.59 meV
Density of states times kT = 2.160e+12 cm^-2
W with 1e+11 cm^-2 carriers = 25.00 meV
W with 1e+12 cm^-2 carriers = 9.38 meV
W with 1e+13 cm^-2 carriers = 3.99 meV
Transverse field = 1.0 MV/cm
Centroid shift in field = 0.0179 nm
Level change in field = -0.90 meV
Film thinner by 0.3 nm: W rises by 6.85 meV
Same step: hard-wall confinement rises by 180.5 meV
```
